# Anisotropic relaxation times for screened-ion scattering in a germanium valley

If one relaxation time is assigned to all electrons of equal energy in a germanium valley, the transverse and longitudinal mobilities of that valley must differ by the full mass ratio, about 19.5. For weakly screened ions this is badly wrong: in the example below, with the ions as the only scatterers, the ratio comes out near 2 (about 8 once a rough acoustic-phonon rate is added). There the ions relax motion along the heavy axis much more slowly than motion across it, and the longer time offsets most of the larger mass. Two times are therefore needed, and they must come from the Boltzmann equation, because no scalar time solves it here.

## The equation on one energy shell

Take one parabolic valley with its axis along \(z\), masses \(m_x=m_y=m_t\) and \(m_z=m_l\), and set \(r=m_l/m_t\), \(b=r-1\). The valley is prolate when \(b>0\). Energies \(\varepsilon\) and wave vectors are measured from the valley minimum. Electrons scatter elastically, within the valley, from random uncorrelated ions of density \(N\). Scattering is treated in the Born approximation with

\[
V(q)=\frac{e^2}{\epsilon_s(q^2+q_s^2)},\tag{1}
\]

where \(\epsilon_s\) is the absolute permittivity and \(1/q_s\) the screening length.

Let \(P(\mathbf k,\mathbf k')\) be the transition rate. A force \(F_i\) along a principal axis changes the distribution to \(f=f_0-F_i(\partial f_0/\partial\varepsilon)\Phi_i\). To first order in the force, the steady Boltzmann equation is

\[
F_iv_i\frac{\partial f_0}{\partial\varepsilon}
=\sum_{\mathbf k'}P(\mathbf k,\mathbf k')[f(\mathbf k')-f(\mathbf k)] .
\]

Elastic scattering leaves \(f_0\) and its derivative unchanged, so they cancel:

\[
v_i=\sum_{\mathbf k'}P(\mathbf k,\mathbf k')[\Phi_i(\mathbf k)-\Phi_i(\mathbf k')].\tag{2}
\]

The current depends on the shell average of \(v_i\Phi_i\). This suggests the definition \(\tau_i=\langle v_i\Phi_i\rangle/\langle v_i^2\rangle\), which does not assume that \(\Phi_i\) is proportional to \(v_i\).

Now map the ellipsoid to a sphere by \(k_i=\sqrt{2m_i\varepsilon}\,n_i/\hbar\), with \(\mathbf n\) a unit vector. The volume element becomes

\[
d^3k=\frac{m_tm_l^{1/2}}{\hbar^3}\sqrt{2\varepsilon}\,d\varepsilon\,d\Omega_n ,\tag{3}
\]

so states on the shell are spread uniformly over the sphere. Write \(\boldsymbol\Delta=\mathbf n-\mathbf n'\), \(s=|\boldsymbol\Delta|\), \(\mu=\Delta_z/s\) and \(k_t^2=2m_t\varepsilon/\hbar^2\). The squared momentum transfer is

\[
q^2=k_t^2(\Delta_x^2+\Delta_y^2+r\Delta_z^2)=k_t^2s^2(1+b\mu^2).\tag{4}
\]

The golden rule gives the factor \(N(2\pi/\hbar)/(8\pi^3)\), and replacing the solid-angle integral by an average gives \(4\pi\). Their product is \(N/(\pi\hbar)\). With (1), (3) and (4), the sum in (2) becomes an average over \(\mathbf n'\) with kernel

\[
W=\frac{W_0}{(gs^2+\beta)^2},\quad g=1+b\mu^2,\quad \beta=\frac{q_s^2}{k_t^2},\quad
W_0=\frac{Nm_tm_l^{1/2}\sqrt{2\varepsilon}}{\pi\hbar^4k_t^4}\left(\frac{e^2}{\epsilon_s}\right)^2.\tag{5}
\]

Since \(v_i=\sqrt{2\varepsilon/m_i}\,n_i\), put \(\Phi_i=\sqrt{2\varepsilon/m_i}\,\phi_i\). Single brackets denote an average over \(\mathbf n\), double brackets one over \(\mathbf n\) and \(\mathbf n'\), and \(\phi'=\phi(\mathbf n')\). Because \(\langle n_i^2\rangle=1/3\),

\[
L\phi_i\equiv\langle W(\phi_i-\phi_i')\rangle_{\mathbf n'}=n_i,\qquad \tau_i=3\langle n_i\phi_i\rangle .\tag{6}
\]

A constant added to \(\phi_i\) changes neither statement, since \(\langle n_i\rangle=0\).

## The variational bound

Multiply \(L\psi\) by \(\phi\), average, and take half the sum of the result and its copy with \(\mathbf n\) and \(\mathbf n'\) exchanged. Since \(W\) is symmetric,

\[
\langle\phi L\psi\rangle=\tfrac12\langle\!\langle W(\phi-\phi')(\psi-\psi')\rangle\!\rangle .\tag{7}
\]

Thus \(L\) is symmetric and non-negative, and the Cauchy–Schwarz inequality applies to this form. For any trial function \(\psi\), (6) gives \(\langle n_i\psi\rangle=\langle\psi L\phi_i\rangle\), hence

\[
\langle n_i\psi\rangle^2\le\langle\psi L\psi\rangle\langle\phi_iL\phi_i\rangle
=\langle\psi L\psi\rangle\frac{\tau_i}{3},
\qquad
\tau_i\ge\frac{3\langle n_i\psi\rangle^2}{\langle\psi L\psi\rangle}.\tag{8}
\]

The simplest trial, \(\psi=n_i\), gives a time \(\tau_i^{\rm low}\) with

\[
\frac1{\tau_i^{\rm low}}=\frac32\langle\!\langle W\Delta_i^2\rangle\!\rangle .\tag{9}
\]

The double average simplifies. Rotating \(\mathbf n\) and \(\mathbf n'\) together leaves their joint distribution unchanged, so the direction of \(\boldsymbol\Delta\) is uniform and independent of \(s\). If \(\theta\) is the angle between the vectors, \(s^2=2-2\cos\theta\), and \(\cos\theta\) is uniform on \([-1,1]\) with density \(1/2\). From \(|d\cos\theta|=s\,ds\), the density of \(s\) is \(s/2\) on \([0,2]\). Averaged over azimuth, \(\Delta_i^2\) is \(s^2p_i\), with

\[
p_l=\mu^2,\qquad p_t=\tfrac12(1-\mu^2).\tag{10}
\]

Equation (9) is then

\[
\frac1{\tau_i^{\rm low}}=\frac{3W_0}{4}\int_0^1d\mu\,p_i\int_0^2\frac{s^3ds}{(gs^2+\beta)^2}.
\]

Substitute \(y=gs^2+\beta\), so that \(s^3ds=(y-\beta)dy/(2g^2)\). The inner integral is

\[
\frac1{2g^2}\int_\beta^{\beta+4g}\left(\frac1y-\frac{\beta}{y^2}\right)dy
=\frac1{2g^2}\left[\ln(1+X)-\frac{X}{1+X}\right],\quad X=\frac{4g}{\beta}.
\]

Therefore

\[
\frac1{\tau_i^{\rm low}}=\frac{3W_0}{8}\int_0^1d\mu\,\frac{p_i}{g^2}
\left[\ln(1+X)-\frac{X}{1+X}\right].\tag{11}
\]

For \(r=1\), \(g=1\) and \(\int_0^1p_i\,d\mu=1/3\), and (11) is the Brooks–Herring rate. It is then the full answer, since \(n_i\) is an eigenfunction of a rotationally symmetric \(L\).

The ordering needs no integration. At fixed \(s>0\) and \(b>0\), \(W\) falls as \(\mu^2\) grows. Let \(W_*\) be its value at \(\mu^2=1/3\). Since \(p_t-p_l=(1-3\mu^2)/2\) integrates to zero,

\[
\int_0^1(p_t-p_l)W\,d\mu=\int_0^1\frac{1-3\mu^2}{2}(W-W_*)\,d\mu>0,\tag{12}
\]

because the two factors have the same sign. Averaging over \(s\) gives \(1/\tau_t^{\rm low}>1/\tau_l^{\rm low}\) for every \(r>1\), energy and screening length. In an oblate valley \(W\) rises with \(\mu^2\), and the order reverses.

The cause is visible in (4). Relaxing \(n_z\) requires a change \(\Delta_z\), which costs a larger momentum transfer than an equal change across the axis. The screened Coulomb potential is weaker at larger transfer.

## Two limits of screening

For weak screening, \(\beta\to0\), the bracket in (11) approaches \(\ln(1/\beta)\) to leading logarithmic order, and the ratio of the one-function times tends to \(\int p_t g^{-2}d\mu/\int p_l g^{-2}d\mu\). With \(a=\arctan(\sqrt b)/\sqrt b\), the required integrals are

\[
I_l=\int_0^1\frac{\mu^2d\mu}{g^2}=\frac1{2b}\left(a-\frac1r\right),\qquad
\int_0^1\frac{d\mu}{g^2}=\frac12\left(a+\frac1r\right).\tag{13}
\]

The first follows by parts from \(\mu/g^2=-\tfrac{1}{2b}\,d(1/g)/d\mu\); the second is \(\int g^{-1}d\mu-bI_l=a-bI_l\). For \(r=19.51\) this limiting ratio is 12.4. It is approached slowly, since the corrections are of relative order \(1/\ln(1/\beta)\). The true times have a lower limiting ratio, about 11.3, because \(n_i\) does not solve (6) even in this limit.

For strong screening, \(\beta\gg4r\), expand \(W=(W_0/\beta^2)(1-2gs^2/\beta+\dots)\). The needed averages are \(\langle s^2\rangle=2\), \(\langle s^4\rangle=16/3\), \(3\langle p_tg\rangle_\mu=1+b/5\) and \(3\langle p_lg\rangle_\mu=1+3b/5\). Equation (9) gives

\[
\frac1{\tau_i^{\rm low}}\simeq\frac{W_0}{\beta^2}\left[1-\frac{16}{3\beta}\,3\langle p_ig\rangle_\mu\right],
\qquad
\frac{\tau_l^{\rm low}}{\tau_t^{\rm low}}\simeq1+\frac{32b}{15\beta}.\tag{14}
\]

A potential of very short range scatters equally for all \(q\) on the shell, so the anisotropy disappears although the masses still differ.

## Ordering the full solution

Equation (8) bounds both true times from below. It cannot order them, because the true \(\tau_t\) might lie far above its bound. An upper bound on \(\tau_t\) is needed.

Let \(J(\mathbf n,\mathbf n')=-J(\mathbf n',\mathbf n)\) be any antisymmetric function with \(\langle J\rangle_{\mathbf n'}=n_i\). Then

\[
\langle n_i\phi_i\rangle=\langle\!\langle J\phi_i\rangle\!\rangle=\tfrac12\langle\!\langle J(\phi_i-\phi_i')\rangle\!\rangle
\le\tfrac12\langle\!\langle J^2/W\rangle\!\rangle^{1/2}\langle\!\langle W(\phi_i-\phi_i')^2\rangle\!\rangle^{1/2}.
\]

By (7) and (6) the last average is \(2\langle\phi_iL\phi_i\rangle=2\langle n_i\phi_i\rangle\). Squaring and dividing by \(\langle n_i\phi_i\rangle\) gives

\[
\tau_i=3\langle n_i\phi_i\rangle\le\tfrac32\langle\!\langle J^2/W\rangle\!\rangle .\tag{15}
\]

Choose \(J=w(s)\Delta_i/\lambda\) with \(w>0\). The vector \(\langle w(s)(\mathbf n-\mathbf n')\rangle_{\mathbf n'}\) is unchanged by rotations about \(\mathbf n\), so it equals \(\lambda\mathbf n\). Its projection on \(\mathbf n\) gives \(\lambda=\langle w(1-\cos\theta)\rangle=\tfrac12\langle ws^2\rangle_s\), and the constraint holds. With \(R_i(s)=3\langle p_i/W\rangle_\mu\), (15) becomes

\[
\tau_i\le\frac{2\langle w^2s^2R_i\rangle_s}{\langle ws^2\rangle_s^2}.
\]

By Cauchy–Schwarz the right side is smallest for \(w=1/R_i\), which yields

\[
\frac1{\tau_i}\ge\frac12\left\langle\frac{s^2}{R_i(s)}\right\rangle_s .\tag{16}
\]

To compare this with (9), write \(gs^2+\beta=(s^2+\beta)(1+c\mu^2)\), where \(c=bs^2/(s^2+\beta)<b\). Then \(R_t=(s^2+\beta)^2G(c)/W_0\), with

\[
G=\frac32\int_0^1(1-\mu^2)(1+c\mu^2)^2d\mu=1+\frac{2c}5+\frac{3c^2}{35}.\tag{17}
\]

The longitudinal average in (9) contains, by the integration used for (13),

\[
H=3\int_0^1\frac{\mu^2d\mu}{(1+c\mu^2)^2}=\frac3{2c}\left[\frac{\arctan\sqrt c}{\sqrt c}-\frac1{1+c}\right].\tag{18}
\]

The two bounds are now

\[
\frac1{\tau_t}\ge\frac{W_0}2\left\langle\frac{s^2}{(s^2+\beta)^2G}\right\rangle_s,\qquad
\frac1{\tau_l}\le\frac{W_0}2\left\langle\frac{s^2H}{(s^2+\beta)^2}\right\rangle_s.\tag{19}
\]

If \(GH<1\) for all \(0<c<b\), then \(\tau_l>\tau_t\) for the full solution.

Put \(c=x^2\). The condition \(H<1/G\) is equivalent to

\[
E(x)=\frac{x}{1+x^2}+\frac{2x^3}{3G}-\arctan x>0.\tag{20}
\]

With \(G'=dG/dc\), differentiation gives

\[
\frac{E'}{2x^2}=\frac1G-\frac{2cG'}{3G^2}-\frac1{(1+c)^2}.
\]

Multiply by the positive quantity \((1+c)^2G^2\) and use \(G-2cG'/3=1+2c/15-c^2/35\). The sign of \(E'\) is that of

\[
(1+c)^2\left(1+\frac{2c}{15}-\frac{c^2}{35}\right)-G^2
=\frac{4c}3+\frac{68c^2}{75}+\frac{4c^3}{525}-\frac{44c^4}{1225}.\tag{21}
\]

Divided by \(c^4\), the right side is a strictly decreasing function minus a constant, so it changes sign once, from positive to negative. Hence \(E\) rises from \(E(0)=0\), then falls towards \(-\pi/2\), and has a single positive zero, at \(c_*=30.09\). The full solution therefore obeys

\[
\tau_l>\tau_t\quad\text{for all energies and screening lengths, if } 0<b\le c_* .\tag{22}
\]

Germanium has \(b\approx18.5\), where \(GH=0.80\). For \(b>c_*\) this proof no longer covers every energy and screening length. Numerical solution of (6) at \(r=100\), \(\beta=0.05\) still gives \(\tau_l/\tau_t=40\), so that case shows no reversal. At the same \(\beta\), an oblate valley with \(r=0.3\) gives 0.47.

## Germanium at 77 K

Take \(m_l=1.6\,m_0\), \(m_t=0.082\,m_0\) and relative permittivity 16, rough typical values for germanium, with \(N=10^{16}\) cm\(^{-3}\) singly charged donors and an equal electron density \(n\). Nondegenerate linear screening, \(q_s^2=e^2n/(\epsilon_sk_BT)\), gives a screening length of 24.2 nm. At \(\varepsilon=3k_BT=19.9\) meV, \(k_t=0.207\) nm\(^{-1}\), so

\[
\beta=\left(\frac{1}{24.2\times0.207}\right)^2=0.040,\qquad W_0=3.32\ \text{ps}^{-1}.
\]

Equation (11) gives \(\tau_l^{\rm low}=23.0\) ps and \(\tau_t^{\rm low}=2.33\) ps. The upper bound (16) for the transverse time is 16.3 ps. It is loose, but it lies below 23.0 ps, so these two numbers alone order the true times.

The trial space can be enlarged with Legendre polynomials: \(P_1(n_z),P_3(n_z),\dots\) for the longitudinal case and \(n_xP_0(n_z),n_xP_2(n_z),\dots\) for the transverse one. Maximizing (8) over their coefficients gives:

| Trial functions | \(\tau_l\) (ps) | \(\tau_t\) (ps) | Ratio |
|---|---|---|---|
| 1 | 23.00 | 2.329 | 9.88 |
| 2 | 27.00 | 2.827 | 9.55 |
| 3 | 27.02 | 2.830 | 9.55 |

Direct solution of (6) on a grid gives 27.02 and 2.830 ps. The one-function times are low by 15% and 18% of these values. The errors largely cancel in the ratio, which is 3% too high. A lower bound on each time is thus not a lower bound on their ratio.

The full ratio rises from 9.07 at \(k_BT\) to 9.55 at \(3k_BT\) and 9.85 at \(9k_BT\), with the screening length fixed. Faster electrons have smaller \(\beta\), and for them the ions are effectively less screened.

For mobility, the shell weight is the density of states times \(v_i^2\) times \(-\partial f_0/\partial\varepsilon\), proportional to \(u^{3/2}e^{-u}\) with \(u=\varepsilon/k_BT\). Hence

\[
\mu_i=\frac{e\bar\tau_i}{m_i},\qquad
\bar\tau_i=\frac{\int_0^\infty\tau_iu^{3/2}e^{-u}du}{\int_0^\infty u^{3/2}e^{-u}du}.\tag{23}
\]

The averages are \(\bar\tau_l=23.1\) ps and \(\bar\tau_t=2.41\) ps, which give \(\mu_l=25{,}300\) and \(\mu_t=51{,}700\) cm\(^2\)/Vs. Their ratio is \(\mu_t/\mu_l=19.51/9.56=2.04\). The transverse mobility remains larger, because the ratio of times is smaller than the ratio of masses. Four equally occupied valleys along the cube diagonals make the crystal mobility isotropic and equal to one third of the trace for one valley:

\[
\frac{2\mu_t+\mu_l}3=42{,}900\ \text{cm}^2/\text{Vs}.
\]

## What the real crystal changes

The value 42,900 cm\(^2\)/Vs is not a prediction for a sample. Acoustic phonons are the first omission. Replacing \(N|V|^2\) in the golden rule by \(E_1^2k_BT/c_{\rm el}\), the equipartition value for deformation potential \(E_1\) and elastic constant \(c_{\rm el}\), gives a direction-independent rate. This is a simplification: the valleys of germanium also have a shear deformation potential, which couples to transverse phonons and makes the rate depend on direction. With rough values of 9.5 eV and 150 GPa, adding this rate to \(1/\tau_i\) at each energy lowers the mean mobility to 17,900 cm\(^2\)/Vs, a fall of 58%. This addition is approximate. By (8), each \(1/\tau_i\) is the minimum over \(\psi\) of \(\langle\psi L\psi\rangle/(3\langle n_i\psi\rangle^2)\), and the minimum of a sum is at least the sum of the separate minima. The true combined rate is therefore no smaller than the sum used here, and the true mobility in this model is no higher. Solving (2) with both mechanisms together gives 17,600 cm\(^2\)/Vs, about 2% lower. Phonons alone give 62,800 cm\(^2\)/Vs in this model. The model treats their collisions as elastic, which is rough here: at \(3k_BT\) the largest phonon energy involved is close to \(k_BT\). Pure germanium has roughly \(4\times10^4\) cm\(^2\)/Vs at this temperature, so the phonon rate is probably underestimated. In this approximation the common added rate preserves \(\tau_l>\tau_t\), but reduces the ratio of averaged times to \(19.51\times3147/25332=2.4\).

Electron–electron collisions within a valley conserve its momentum but redistribute it among energies. If they are very fast, they enforce a drifted Maxwellian, for which \(\Phi_i\) is \(v_i\) times one constant for all energies. Momentum balance then replaces \(\bar\tau_i\) by the inverse of the average of \(1/\tau_i^{\rm low}\), with the weight in (23). The mean mobility from ions alone becomes 17,000 cm\(^2\)/Vs, against 35,500 from the one-function times without such collisions. That figure leaves out collisions between electrons of different valleys. If these are equally fast, all valleys share one drift velocity, and the mean mobility becomes \(3/(2/\mu_t+1/\mu_l)\), with \(\mu_t\) and \(\mu_l\) the one-valley values in the fast limit. This gives 14,900 cm\(^2\)/Vs. These limits show the possible size of the effect, not its actual value.

Other corrections differ widely in size. For phosphorus, take a rough donor depth of 13 meV and six further bound states (spin included) about 3 meV above the twofold ground state. About 80% of the donors are then ionized; counting the ground state alone would give 91%. Using 80% of \(10^{16}\) cm\(^{-3}\) for both ions and electrons raises the mean mobility from ions alone to about 51,000 cm\(^2\)/Vs. The neutral donors scatter too, and this can more than cancel the rise. Erginsoy's rate \(20\hbar a N_n/m\), with neutral density \(N_n=2\times10^{15}\) cm\(^{-3}\), donor radius \(a=3.5\) nm and \(m\) between 0.12 and 0.22 \(m_0\), brings the mean mobility down to between about 28,000 and 34,000 cm\(^2\)/Vs. That formula is meant for slow electrons, so here it gives only the order of magnitude. Degeneracy is slight, with \(n/N_c=0.007\), where \(N_c\) is the effective density of states. The Coulomb tail produces negligible intervalley scattering: about \(3\times10^{-6}\) of \(1/\tau_t\) with the static permittivity, and roughly \(5\times10^{-5}\) if one allows for the weaker dielectric screening at such large momentum transfer. The short-range potential of the donor core is not covered by these estimates.

Two assumptions are weaker. A sphere of one screening length contains on average only \(\tfrac{4\pi}3n/q_s^3\approx0.6\) electrons, so a smooth linear screening cloud is a crude picture. The Born parameter \(e^2/(4\pi\epsilon_s\hbar v)\) at \(3k_BT\) is 0.47 for transverse motion but 2.1 for longitudinal motion, where the approximation requires a small value. Exact phase shifts for one attractive screened ion and an isotropic mass give a feeling for the error. At \(3k_BT\) the momentum-transfer cross section is 1.03 times its Born value for a mass of 0.082 \(m_0\), 0.93 times for 0.22 \(m_0\) (the density-of-states mass) and 0.69 times for 1.6 \(m_0\). An isotropic mass is only a stand-in for the valley, so the error in \(\tau_l\) itself remains unknown, but it could reach tens of percent. Result (22) is a theorem about the Born collision operator with potential (1), and the mobilities share that restriction. Further digits of most of the quoted values are in the numerical output.

## Calculated quantities

```
masses m_l, m_t (m0): 1.600, 0.082; ratio r 19.51
relative permittivity: 16.0; temperature (K): 77
ion and electron density (cm^-3): 1.00e+16
thermal energy kT (meV): 6.635
screening length (nm): 24.22
proof threshold c* for r-1: 30.087; germanium r-1 18.51
G*H at germanium r-1: 0.7982
example energy 3kT (meV): 19.91
k_t (1/nm): 0.2070; beta: 0.03978
rate unit W0 (1/ps): 3.31565
exit rate from valley tip (1/ps): 14.720
at 3kT, times in ps, longitudinal / transverse / ratio:
  1 trial function(s): 23.0007 / 2.3288 / 9.877
  2 trial function(s): 27.0011 / 2.8272 / 9.551
  3 trial function(s): 27.0216 / 2.8302 / 9.548
  10 trial function(s): 27.0218 / 2.8302 / 9.548
  full solution: 27.0218 / 2.8302 / 9.548
  upper bounds: 65.8832 / 16.2841
one-function ratio, weak-screening limit: 12.395
energy 1 kT: beta 0.1194, ratio one-function 9.225, full 9.072
energy 3 kT: beta 0.0398, ratio one-function 9.877, full 9.548
energy 9 kT: beta 0.0133, ratio one-function 10.320, full 9.849
oblate r=0.3, beta=0.05: full ratio 0.469
r=100, beta=0.05: full ratio 40.350
averaged full times l, t (ps): 23.0508, 2.4122; ratio 9.556
mobilities in cm2/Vs, longitudinal / transverse / cubic mean:
  one-function: 21537 / 42498 / 35511
  full solution: 25339 / 51739 / 42939
  acoustic phonons alone: 4706 / 91826 / 62786
  ions and acoustic phonons: 3147 / 25332 / 17937
  fast electron-electron limit: 9528 / 20751 / 17010
mobility anisotropy mu_t/mu_l, full: 2.042
rough deformation potential (eV): 9.5; elastic constant (GPa): 150
rough donor depth (meV): 13; ionized fraction: 0.913
degeneracy measure n/Nc: 0.00739
Born parameter e^2/(4 pi eps hbar v) l, t: 2.067, 0.468
mean ion spacing N^(-1/3) (nm): 46.42
Coulomb intervalley rate times tau_t: 3.40e-06
```
